Divergence of the Dirac 1S density at a point nucleus

Q: An S state has its largest amplitude at the nucleus, and that amplitude is a finite number. For the ground state of a hydrogen-like ion |Ψ(0)|² is (Zα)³/π in natural units, and the Dirac equation should multiply this by 1 + O((Zα)²). I want that corrected number for contact terms. Can you give it to me?

A: Not for a point nucleus, and the radial equations show why. Take ħ = c = m = 1, so that lengths are in ħ/mc = 386.1593 fm and energies in mc² = 510998.95 eV. Write a = Zα, let the nucleus be infinitely heavy, and let V(r) be central. With H = α·p + β + V in the standard representation and Ψ = (φ, η), the equation HΨ = EΨ splits into

(E − V + 1) η = σ·p φ,  (E − V − 1) φ = σ·p η,  p = −i∇.

For an S state with j = 1/2 take a constant two-spinor χ with χ†χ = 1 and set

φ = g(r) χ/√(4π),  η = −i f(r) (σ·r̂) χ/√(4π).

Then σ·p φ = −i g′ (σ·r̂) χ/√(4π), and the first equation gives g′ = (1 + E − V) f. For the second, write f σ·r̂ = (f/r) σ·r and use (σ·r̂)(σ·r) = r and σ·∇(σ·r) = σ·σ = 3:

σ·∇[(f/r) σ·r] = r (f/r)′ + 3f/r = f′ + 2f/r.

The prefactor is (−i)(−i) = −1, so (E − V − 1) g = −f′ − 2f/r. With G = rg and F = rf we have G′ = G/r + r g′ and F′ = F/r + r f′, hence

G′ = G/r + (1 + E − V) F,  (1a)
F′ = −F/r − (E − V − 1) G.  (1b)

Because (σ·r̂)² = 1, the lower spinor has the same angular norm as the upper one, and the density is spherical:

ρ(r) = Ψ†Ψ = (G² + F²)/(4πr²).

Q: So I need G ∝ r near the origin, and ρ(0) is finite.

A: That has to be read from (1), not assumed. Put V = −a/r, G ≈ A r^s, F ≈ B r^s, and keep the most singular terms, those in r^(s−1). From (1a), sA = A + aB. From (1b), sB = −B − aA. So

(s − 1) A = aB,  (s + 1) B = −aA.

Multiplying the two equations and cancelling AB gives s² − 1 = −a², that is

s = ±γ,  γ = √(1 − a²).

For a potential that is finite at the origin the terms in a are absent, the roots are ±1, and the regular one gives G ∝ r. The same holds for the Coulomb potential in the Schrödinger equation, where the kinetic term scales as 1/r² and dominates 1/r as r → 0, so the potential cannot change the exponent. The Dirac kinetic term is first order in the gradient and scales as 1/r, exactly like the Coulomb potential. The two compete at arbitrarily small r, and the coupling enters the exponent.

The root −γ gives G² ∝ r^(−2γ), which cannot be integrated at the origin when γ > 1/2. That condition is a < √3/2, or Z < 118.68, and I assume it. Then s = +γ, and ρ ∝ r^(2γ−2) with 2γ − 2 < 0 for every Z > 0.

Q: A leading exponent is not yet a normalized state. What is the whole function?

A: Try G = A r^γ e^(−λr), F = B r^γ e^(−λr). The terms in r^(γ−1) reproduce the two conditions above with s = γ, so B/A = −(1 − γ)/a. The terms in r^γ give

−λA = (1 + E) B,  −λB = (1 − E) A.

Thus B/A = −λ/(1 + E) and also B/A = −(1 − E)/λ. Equating them gives λ² = 1 − E², and multiplying them gives (B/A)² = (1 − E)/(1 + E). Since a² = (1 − γ)(1 + γ), the first form squares to (B/A)² = (1 − γ)/(1 + γ). Therefore E = γ and λ = a. The function G has no node and E = 1 − a²/2 + … is the Schrödinger ground level, so this is the 1S state.

The normalization is ∫(G² + F²) dr = (A² + B²) Γ(2γ+1)/(2a)^(2γ+1) = 1, from ∫₀^∞ r^p e^(−μr) dr = Γ(p+1)/μ^(p+1). Hence

ρ(r) = (2a)^(2γ+1) r^(2γ−2) e^(−2ar) / [4π Γ(2γ+1)].  (2)

Setting γ = 1 gives 8a³e^(−2ar)/(8π) = (a³/π) e^(−2ar), the Schrödinger density ρ_S. For γ < 1, ρ grows without bound as r → 0, and the number you asked for does not exist.

Q: An infinite density sounds like a broken theory.

A: Probabilities are integrals, and these are finite. With y = 2ar and X = 2aR, the probability of r < R is

P(R) = [1/Γ(2γ+1)] ∫₀^X y^(2γ) e^(−y) dy → X^(2γ+1)/Γ(2γ+2) for X ≪ 1,

where e^(−y) → 1 and (2γ+1)Γ(2γ+1) = Γ(2γ+2) were used. It vanishes as R → 0. The same Γ integral gives the moments

⟨r^(−k)⟩ = (2a)^k Γ(2γ+1−k)/Γ(2γ+1),  k < 2γ + 1,

so ⟨1/r⟩ = a/γ and ⟨1/r²⟩ = 2a²/[γ(2γ − 1)], both finite for γ > 1/2. What fails is the contact operator. Represent δ³(r) by a uniform ball of radius R. Its expectation value is P(R)/(4πR³/3) ∝ R^(2γ−2), which has no limit as R → 0.

Q: But as Zα → 0 the Dirac result must go over into the Schrödinger one, in powers of (Zα)². How can a series that starts with a finite function describe an infinite one?

A: Its coefficients carry logarithms. Divide (2) by ρ_S with x = 2ar. The exponentials cancel, (2a)^(2γ+1) r^(2γ−2) = (2a)³ x^(2γ−2), and 8a³/(4a³) = 2:

ρ/ρ_S = 2 x^(2γ−2)/Γ(2γ+1).  (3)

Let ε = 1 − γ = a²/2 + a⁴/8 + O(a⁶), from the binomial series of the root. Then 2 = Γ(3), Γ(2γ+1) = Γ(3 − 2ε), and with the digamma function ψ = (ln Γ)′,

ln Γ(3 − 2ε) = ln Γ(3) − 2ε ψ(3) + 2ε² ψ′(3) + O(ε³).

The logarithm of (3) is then

ln(ρ/ρ_S) = 2εL − 2ε² ψ′(3) + O(ε³),  L = −ln x + ψ(3).

From ψ(1) = −C (Euler's constant), ψ′(1) = π²/6 and ψ(z+1) = ψ(z) + 1/z follow ψ(3) = 3/2 − C = 0.922784 and ψ′(3) = π²/6 − 1 − 1/4 = 0.394934. Inserting 2ε = a² + a⁴/4 and 2ε² = a⁴/2 gives a²L + a⁴[L/4 − ψ′(3)/2], and exponentiating adds (a²L)²/2:

ρ/ρ_S = 1 + a²L + a⁴ [L²/2 + L/4 − ψ′(3)/2] + O(a⁶).  (4)

At fixed x > 0, expression (3) is analytic in a² for |a²| < 1, because 1/Γ is entire and the root branches only at a² = 1. The series therefore converges at every r > 0. It does not converge uniformly: the order a^(2n) contains (a²L)ⁿ/n!, so the number of orders needed grows with a²|L|, and a truncation at order a² or a⁴ is good only where a²|L| is small. The limits a → 0 and r → 0 do not commute. At fixed r the ratio tends to 1, and at fixed a it tends to infinity.

Q: How large is this in real ions?

A: Take H and Pb⁸¹⁺ at this level (Dirac–Coulomb, point nucleus, infinite mass), with 1/α = 137.035999, and look at radii of 1 fm and 7 fm, the rough sizes of the two nuclei.

For hydrogen a² = 5.325135×10⁻⁵ and the Bohr length 1/a is 52917.72 fm. At 1 fm, x = 2/52917.72 = 3.77945×10⁻⁵ and L = 10.18335 + 0.92278 = 11.10613. The first correction is a²L = 5.9142×10⁻⁴. The a⁴ coefficient is 61.6731 + 2.7765 − 0.1975 = 64.2521, which adds 1.8×10⁻⁷. The sum 1.00059160 agrees with (3) to the eight decimals shown. By (3) the ratio equals 2 where ln x = ln Γ(2γ+1)/(2γ − 2). With Γ(2γ+1) = 1.9999017 and 2γ − 2 = −5.325206×10⁻⁵ this is r ≈ 10^(−5648) fm. In hydrogen the growth is cut off by the proton long before it is large, and what remains is a logarithmic correction of 0.06 per cent of ρ_S.

For lead a = 0.5983829, a² = 0.3580621, γ = 0.801210, the binding energy (1 − γ)mc² is 101581 eV and 1/a = 645.34 fm. At 7 fm, x = 14/645.34 = 0.0216941 and −ln x = 3.83072. With 2γ − 2 = −0.3975795 and Γ(2γ+1) = 1.4322279,

ρ/ρ_S = (2/1.4322279) × exp(0.3975795 × 3.83072) = 1.39643 × 4.5860 = 6.404.

Here L = 4.75350 and a²L = 1.702 is not small. The series gives 2.702 at order a² and 2.702 + 0.128208 × 12.2888 = 4.278 at order a⁴, which are 58 and 33 per cent below the exact ratio. The series still converges, but it has to be carried to order a¹⁶ to come within 0.2 per cent. The doubling radius is 10^2.116 ≈ 131 fm, far outside the nucleus. Quadrature of P gives 1.237×10⁻⁵ inside 7 fm against 1.674×10⁻⁶ for ρ_S, a factor 7.39. The small-X formula accounts for it: the ball average of r^(2γ−2) exceeds its edge value by 3/(2γ+1), and 6.404 × 3/2.6024 = 7.38.

Q: Real nuclei are extended. There s = 1, ρ(0) is finite, and my belief is restored.

A: The value is finite, but it is not ρ_S(0)[1 + O(a²)] with a coefficient independent of the nucleus. Let V_R = −(a/R) v(ξ), ξ = r/R, with v = 1/ξ outside. For a uniformly charged sphere v = (3 − ξ²)/2 inside. Multiplying (1) by R,

dG/dξ = G/ξ + [a v + R(1 + E)] F,  dF/dξ = −F/ξ − [a v − R(1 − E)] G.

For ξ of order 1 the terms in R are small in a definite sense. In the second equation R(1 − E) is of order Ra², to be compared with a. In the first, F/G is of order a, so R(1 + E)F changes G by a relative amount of order aR. Dropping both costs a relative error O(aR), and then R has left the equations. The regular solution is N times a fixed pair Ĝ(ξ), F̂(ξ) with Ĝ → ξ at the origin. Outside the nucleus the reduced equations are solved exactly by the two powers found before, so Ĝ = c₊ξ^γ + c₋ξ^(−γ), with c± depending only on a and on the shape v. I assume c₊ ≠ 0; it tends to 1 as a → 0. For R ≪ r ≪ 1/a the first term must equal the point solution A r^γ, so N c₊ = A R^γ. Then g(0) = N/R, f(0) = 0, and

ρ(0) = A² R^(2γ−2)/(4π c₊²) × [1 + O(aR)].  (5)

The root −γ survives only as an admixture of relative size (R/r)^(2γ), which vanishes as R → 0. This also selects +γ when γ < 1/2, where normalizability does not. The error estimate in (5) uses γ > 1/2: the finite size also changes the normalization by a relative amount of order (aR)^(2γ), which is smaller than aR only in that range.

The equations can be solved numerically without using γ as an exponent. For u = F/G, (1) gives u′ = −2u/r − (E − V − 1) − (1 + E − V)u². I integrated this, together with ln g and the norm, in ln r with an eighth-order Runge–Kutta method, outward from the regular start u = −(E − V − 1) r/3 at r = 10⁻⁵R and inward from r = 20/a, and adjusted E until the two values of u met at r = 1/a. For Z = 82 and a uniform sphere with R = 10⁻⁶, the slope d ln ρ/d ln r between r = 10⁻³ and 2×10⁻³ is −0.39930. Formula (2) gives −0.39758 − 2a × 10⁻³/ln 2 = −0.39758 − 0.00173 = −0.39931. For the admixture, linearize about u₀ = −(1 − γ)/a at E = γ. With a u₀ = −(1 − γ) and (1 + γ)u₀ = −a,

r δu′ = −2δu − 2[(1 + γ) r + a] u₀ δu = (−2γ + 2ar) δu,

so δu ∝ r^(−2γ) e^(2ar). Between r = 10⁻⁴ and 10⁻³ this predicts the slope −1.60242 + 2a × 9×10⁻⁴/ln 10 = −1.60195, and the integration gives −1.60196. Halving R from 10⁻³ gives d ln ρ(0)/d ln R = −0.3986 for Z = 82, against 2γ − 2 = −0.3976. For Z = 40, halving R from 4×10⁻³ gives −0.0885 against −0.0871. The differences, 0.0010 and 0.0014, are of the order of aR, which is 0.0006 and 0.0012. For lead with a 7 fm sphere, ρ(0)/ρ_S(0) = 6.50.

Q: Equation (4) contains ln r. The corrections to energy levels contain ln(Zα), and r has been integrated out. How does one become the other?

A: It depends on the range of the operator. If the operator is a power of a times a function of ar that grows no faster than (ar)^(−k) with k < 3 as r → 0, and its expectation value is finite, the integral over x = 2ar turns ln x into a number, and the result is an overall power of a times a power series in a². The moment ⟨1/r⟩ = a/γ is an example. If the operator has a range b that does not scale with the Bohr radius, it samples x ≈ 2ab, and L becomes −ln(2ab) plus a constant. The nuclear radius is one such range.

Let (G₀, F₀) be the point solution with E₀ = γ and V₀ = −a/r, let (G, F) belong to V_R with energy E, and let δV = V_R − V₀ ≥ 0, which vanishes outside R. Differentiate W = G F₀ − F G₀ with (1). The terms in 1/r are G F₀ − G F₀ + F G₀ − F G₀ = 0. The coefficient of F F₀ is (1 + E − V_R) − (1 + E₀ − V₀), that of G G₀ is (E − V_R − 1) − (E₀ − V₀ − 1), and both equal ΔE − δV with ΔE = E − E₀. Since W vanishes at 0 and at infinity,

ΔE ∫₀^∞ (G G₀ + F F₀) dr = ∫₀^R δV (G G₀ + F F₀) dr.  (6)

This is exact. On the right, δV = (a/R)(1/ξ − v), dr = R dξ, G and F carry N = A R^γ/c₊, and G₀ and F₀ carry A R^γ. The right side is a A² R^(2γ) times a number independent of R. The overlap on the left tends to 1. With A² proportional to (2a)^(2γ+1),

ΔE = D(a) a² (2aR)^(2γ) [1 + O(aR)].

The factor D comes from A²/(2a)^(2γ+1) = (1 + γ)/[2Γ(2γ+1)], which follows from the normalization with (B/A)² = (1 − γ)/(1 + γ) and is a power series in a², and from the R-free equations on 0 ≤ ξ ≤ 1. Their coefficients are analytic in a, and they are unchanged under a → −a, F → −F, so D is a power series in a². Its first term follows from first-order perturbation theory with ρ_S(0). For the uniform sphere

∫δV d³r = 4πa [R²/2 − R²/2 + R²/10] = 2πaR²/5,

the three terms coming from a/r, −3a/(2R) and a r²/(2R³). Multiplying by a³/π gives (2/5)a⁴R², so D(0) = 1/10. With (2aR)^(2γ−2) = 1 − a² ln(2aR) + …,

ΔE = (2/5) a⁴R² [1 − a² ln(2aR) + c a² + O(aR) + O(a⁴ ln²)],

where c depends on the shape and is not computed here. That is a term (Zα)⁶ ln(Zα mR), and the exponent alone fixes its coefficient relative to the leading term. The leading term itself depends on the charge distribution, here through the factor 2/5. The shooting calculation gives d ln ΔE/d ln R = 1.6017 against 2γ = 1.6024 for Z = 82, and 1.9118 against 1.9129 for Z = 40, at the radii above. For lead with R = 7 fm = 0.018127 the shift is 65.8 eV, from the eigenvalue and from the right side of (6) alike, with overlap 0.9999993. The nonrelativistic value is 0.4 × 0.128208 × 0.018127² × 510999 eV = 8.61 eV. Of the ratio 7.64, the power (2aR)^(2γ−2) supplies 4.586. The remaining 1.67 comes from D(a)/D(0) and the O(aR) terms, which I have not separated.

Q: That logarithm still involves a nuclear property. Is there a case in pure QED that can be done to the end?

A: The Uehling term of vacuum polarization, to first order in α and in the potential, for a point nucleus. One input comes from outside the Dirac–Coulomb problem, the renormalized one-loop photon self-energy. It multiplies the Coulomb potential −4πa/q² in momentum space by 1 + (α/π) S(q²), with

S = 2 ∫₀¹ y(1 − y) ln[1 + y(1 − y) q²] dy.

Set y = (1 + β)/2, so y(1 − y) = (1 − β²)/4. The integrand is even in β, so ∫₀¹ dy becomes ∫₀¹ dβ and S = ½∫₀¹ (1 − β²) ln[1 + (1 − β²)q²/4] dβ. Integrate by parts with the primitive ½(β − β³/3). The boundary term vanishes, because the primitive is zero at β = 0 and the logarithm at β = 1, and the derivative of the logarithm is −2βq²/[4 + (1 − β²)q²]:

S = ∫₀¹ β²(1 − β²/3) q²/[4 + (1 − β²)q²] dβ.

Now let 1 − β² = 1/t². Then β = √(t² − 1)/t, β dβ = dt/t³, 1 − β²/3 = (2/3)[1 + 1/(2t²)], and the fraction is t²q²/(q² + 4t²). Collecting,

S = (2/3) ∫₁^∞ w(t) q²/(q² + 4t²) dt,  w(t) = √(t² − 1) [1 + 1/(2t²)]/t².

The transform of e^(−μr)/r is (4π/q)∫₀^∞ e^(−μr) sin(qr) dr = 4π/(q² + μ²), so each t gives a Yukawa term with μ = 2t:

V_U(r) = −(a/r) (2α/3π) ∫₁^∞ w(t) e^(−2tr) dt.

Its range 1/(2t) is at most half the reduced Compton wavelength ħ/mc, independent of Z. For q ≪ 1, S → (2/3)(q²/4) I₂ with I_n = ∫₁^∞ w t^(−n) dt. With I₂ = 2/5, found below, S → q²/15 and V_U → −(4αa/15) δ³(r). This is the contact term you wanted ρ(0) for. With ρ_S(0) it gives −(4/15)(α/π)a⁴, and with (2) it diverges to minus infinity. With the true range kept, the radial integral is again a Γ integral:

∫ 4πr² ρ e^(−2tr)/r dr = (2a)^(2γ+1) Γ(2γ)/[Γ(2γ+1)(2a + 2t)^(2γ)] = (a/γ) [a/(a + t)]^(2γ),

using Γ(2γ+1) = 2γΓ(2γ). Writing ΔE_U = (α/π) a⁴ F_U,

F_U = −[2/(3γa²)] ∫₁^∞ w(t) [a/(a + t)]^(2γ) dt.  (7)

Q: And its expansion in a?

A: Let z = a/t ≤ a. The bracket is z^(2γ)(1 + z)^(−2γ), and three factors have to be expanded:

z^(2γ) = z² [1 − a² ln z + O(a⁴ ln² z)],
(1 + z)^(−2γ) = 1 − 2γz + γ(2γ + 1)z² − … = 1 − 2z + 3z² + O(a³),
1/γ = 1 + a²/2 + O(a⁴).

Since w/t² falls as t⁻³, powers of ln t do no harm and the expansion can be integrated term by term. With −ln z = −ln a + ln t = ½ ln a⁻² + ln t and K = ∫₁^∞ w t⁻² ln t dt,

F_U = −(2/3) { I₂ − 2a I₃ + a² [ ½ I₂ ln a⁻² + ½ I₂ + 3 I₄ + K ] } + O(a³ ln a).

For the integrals define J(s) = ∫₁^∞ √(t² − 1) t^(−s) dt, so that I_n = J(n+2) + ½J(n+4). The substitution y = 1/t², with dt = −½ y^(−3/2) dy and √(t² − 1) = y^(−1/2)(1 − y)^(1/2), gives J(s) = ½B(p, 3/2), p = s/2 − 1. Start from B(1, 3/2) = 2/3 and B(3/2, 3/2) = Γ(3/2)²/Γ(3) = π/8, and use B(p+1, 3/2) = B(p, 3/2) p/(p + 3/2). This gives B(2, 3/2) = 4/15, B(3, 3/2) = 16/105 and B(5/2, 3/2) = π/16, so J(4) = 1/3, J(5) = π/16, J(6) = 2/15, J(7) = π/32, J(8) = 8/105, and

I₂ = 1/3 + 1/15 = 2/5,  I₃ = π/16 + π/64 = 5π/64,  I₄ = 2/15 + 4/105 = 6/35.

Since d t^(−s)/ds = −t^(−s) ln t, K = −J′(4) − ½J′(6). From B = Γ(p)Γ(3/2)/Γ(p + 3/2) and dp/ds = ½ follows J′(s) = ½J(s)[ψ(p) − ψ(p + 3/2)]. With ψ(1/2) = −C − 2 ln 2 and the recurrence,

ψ(1) − ψ(5/2) = 2 ln 2 − 2 − 2/3 = 2 ln 2 − 8/3,
ψ(2) − ψ(7/2) = 1 + 2 ln 2 − 2 − 2/3 − 2/5 = 2 ln 2 − 31/15,
K = −(1/6)(2 ln 2 − 8/3) − (1/30)(2 ln 2 − 31/15) = 77/150 − (2/5) ln 2 = 0.236074,

where 4/9 + 31/450 = 231/450 = 77/150. The constant part of the a² bracket is 1/5 + 18/35 + 77/150 − (2/5) ln 2, and over the denominator 1050 the rational terms are 210 + 540 + 539 = 1289. Multiplying by −2/3,

F_U = A40 + A50 a + a² [A61 ln a⁻² + A60] + O(a³ ln a),  (8)
A40 = −4/15,  A50 = 5π/48 = 0.327249,  A61 = −2/15,
A60 = (4/15) ln 2 − 1289/1575 = −0.633573.

The relation A61 = A40/2 is (4) at work. The contact term is multiplied by 1 + a²L with x = 2ar and r of order 1, and −ln a = ½ ln a⁻². One more logarithm can be read off. The product of −2z with a² × ½ ln a⁻² gives the term (A50/2) a³ ln a⁻².

Q: The logarithm appears, but (7) has several ingredients. Why blame the singular density?

A: Keep V_U and replace ρ by ρ_S, which sets γ = 1 in (7):

F_S = −(2/3) ∫₁^∞ w t⁻² (1 + a/t)⁻² dt.

Because t ≥ 1, this is analytic in a for |a| < 1 and has no logarithm at any order. It shares A40 and A50 with (8), and its a² coefficient is −2I₄ = −12/35 = −0.342857. The only source of ln a in (7) is the non-integer power z^(2γ), and that power comes from the density: the Laplace transform of r^(2γ−1) gives (a + t)^(−2γ) up to a constant factor, and the normalization in (2) supplies the matching a^(2γ). Numerically, I evaluated both integrals by tanh–sinh quadrature with 35 digits at a = 10⁻⁶ and 10⁻⁷, formed (F − A40 − A50 a)/a², and drew a straight line in ln a⁻² through the two points. The Dirac density gives slope −0.13333 and constant −0.63354. The Schrödinger density gives slope −6.7×10⁻⁸ and constant −0.34285. The Dirac constant lies 3×10⁻⁵ above A60, which is what the neglected term does to the fit: (A50/2) a ln a⁻² is 4.5×10⁻⁶ and 0.5×10⁻⁶ at the two points, it tilts the slope by −4.0×10⁻⁶/4.6 = −0.9×10⁻⁶, and extrapolation over ln a⁻² = 32 raises the constant by about 3×10⁻⁵.

For hydrogen, as a frequency E/h, the prefactor (α/π)a⁴mc² is 813862.70 kHz and ln a⁻² = 9.84049. The logarithmic term is −(2/15) × 5.325135×10⁻⁵ × 9.84049 × 813862.70 = −56.86 kHz, and the four terms of (8) are

−217030.05 + 1943.55 − 56.86 − 27.46 = −215170.83 kHz,

the last digit being that of the unrounded sum. Quadrature of (7) gives F_U = −0.26438143, or −215170.19 kHz, that is −215.170 MHz. Of the difference 0.64 kHz, the a³ logarithm supplies 1943.55 × 5.325135×10⁻⁵ × 9.84049/2 = 0.51 kHz. The Schrödinger density gives F_S = −0.26429674, so the change of density moves the shift by −68.9 kHz, of which the logarithm is the largest part. These digits belong to the infinite-mass model. The reduced mass alone changes the leading term by roughly 0.2 per cent, more than the logarithm.

For lead the prefactor is 152.18 eV and ln a⁻² = 1.027. The terms are −40.58, +29.80, −7.46 and −34.52 eV, with unrounded sum −52.77 eV, while (7) gives F_U = −0.34088, or −51.88 eV. The truncated series differs from the exact value by 1.7 per cent of it, which is unexpected for terms that do not decrease. It is a cancellation. The omitted terms sum to +0.89 eV, while the omitted a³ logarithm alone is 29.80 × 0.35806 × 1.027/2 = 5.5 eV. The Schrödinger density gives F_S = −0.14736, smaller than F_U by a factor 2.3. At this Z the logarithm is not large and singling it out has no use, so (7) must be used whole. The lead figure is for a point nucleus, and an extended one changes both V_U and ρ at small r.

Q: Then I shall trace every ln(Zα) in the Lamb shift to r^(2γ−2).

A: That goes too far. By (4), a logarithm from the density always comes with at least a factor a² relative to the nonrelativistic value of the same operator. The one-loop self-energy of an S level has a term (4/3)(α/π)a⁴ ln a⁻² at its leading order, the order of ρ_S(0) = a³/π times αa, with no further a². It cannot come from (4). Its source is the integral ∫dk/k over virtual-photon energies between the binding scale a² and the rest energy 1, which I do not derive here. At relative order a² and beyond, both sources can contribute to the self-energy, so r^(2γ−2) by itself does not settle the coefficient of a logarithm there. The density fixes it when the perturbation is a local potential with a nonzero volume integral that falls off at least exponentially beyond a Z-independent range b, with ab ≪ 1, and keeping only the first power of the logarithm is accurate only while a²|ln(2ab)| ≪ 1.

Q: So for a contact term I must first find the true range b of the interaction, and what takes the place of |Ψ(0)|² is (a³/π)(2ab)^(2γ−2) times a factor that depends on the shape of the interaction.

A: Yes, when the interaction is a short-range local potential acting on ρ, up to relative corrections of order ab, such as the A50 term, and with a factor that depends on a as well as on the shape. For the uniform ball, (3) and the ball average 3/(2γ+1) give 6/Γ(2γ+2), which tends to 1 as a → 0 and is 1.39643 × 3/2.6024 = 1.61 for lead. The shape enters the constants, such as c or A60, and γ fixes the power. Not every term that is a δ function in the Schrödinger limit is of this kind. The Fermi contact term of the hyperfine structure comes, for a point magnetic dipole, from α·A with A falling as 1/r². It has no range b, and its radial matrix element is ∫GF/r² dr. From B/A = −(1 − γ)/a = −a/(1 + γ) and 1 + (B/A)² = 2/(1 + γ) follows GF = −(a/2)(G² + F²), so −∫GF/r² dr = (a/2)⟨1/r²⟩ = a³/[γ(2γ − 1)]. This is πρ_S(0)[1 + (3/2)a² + O(a⁴)], finite for γ > 1/2 and free of logarithms, with the factor 2.07 for lead.
